# Thomson's Ionisation Cross Section Peaks at Twice the Ionisation Energy

## A symmetric pair of energies

Take one electron from the 1π shell of the HF molecule, whose ionisation energy is $I=16.04$ eV. Thomson's classical model gives it an ionisation cross section of $0.5628\times10^{-16}$ cm² for incident electrons of 24.06 eV. At 48.11 eV, twice that energy, it gives the same value. Between them, at 32.07 eV, lies the maximum, $0.6332\times10^{-16}$ cm². These energies are $1.5I$, $3I$ and $2I$.

The derivation below explains both the equality and the maximum. It also shows that the factor 2 belongs to the model and to a single binding energy; a real atom or molecule need not obey it.

## Assumptions

An incident electron of mass $m$ and kinetic energy $E$ meets one target electron. The model assumes that

- the target electron is free and initially at rest;
- the motion is classical and non-relativistic;
- the ion core exerts no force during the collision;
- ionisation occurs when the energy $W$ given to the target electron is at least $I$.

Binding thus enters through the last condition alone. The mutual potential energy at separation $r$ is $k/r$, with

$$k=\frac{e^2}{4\pi\varepsilon_0}=1.43996\ \text{eV nm}.$$

The impact parameter $b$ is the distance by which the incident electron would miss the target if there were no force.

## Deflection in the relative motion

Let $\mathbf r=\mathbf r_1-\mathbf r_2$ point from the target electron (2) to the incident one (1). The forces are equal and opposite, so $\mathbf r$ moves like a particle of reduced mass $\mu=m/2$ in the repulsive potential $k/r$. Its initial speed is $v=\sqrt{2E/m}$.

The potential vanishes at large separation, so energy conservation makes the final relative speed equal to $v$ as well. The relative velocity only turns, through an angle $\theta$. The difference of two vectors of length $v$ at angle $\theta$ has length $2v\sin(\theta/2)$, and it points along the symmetry axis of the orbit.

Let $\varphi$ be the angle of $\mathbf r$ from this axis. The force component along the axis is $k\cos\varphi/r^2$, and its time integral equals the momentum change:

$$2\mu v\sin\frac{\theta}{2}=\int\frac{k\cos\varphi}{r^2}\,dt .$$

Angular momentum conservation gives $r^2|\dot\varphi|=vb$, hence $dt/r^2=d\varphi/(vb)$ when $\varphi$ is counted in the direction of motion. Without a force, $\mathbf r$ would sweep through an angle $\pi$; with deflection $\theta$ it sweeps through $\pi-\theta$. By symmetry $\varphi$ runs from $-\varphi_0$ to $\varphi_0$ with $\varphi_0=(\pi-\theta)/2$. Therefore

$$2\mu v\sin\frac{\theta}{2}=\frac{k}{vb}\int_{-\varphi_0}^{\varphi_0}\cos\varphi\,d\varphi=\frac{2k}{vb}\sin\varphi_0=\frac{2k}{vb}\cos\frac{\theta}{2}.$$

Dividing by $2\mu v\cos(\theta/2)$, and using $\mu v^2=(m/2)(2E/m)=E$, we obtain

$$\tan\frac{\theta}{2}=\frac{k}{\mu v^2 b}=\frac{k}{Eb}.$$

## Energy given to the target electron

Let $\mathbf v$ be the initial and $\mathbf u$ the final relative velocity. The centre of mass moves with $\mathbf v/2$, because the masses are equal and the target starts at rest. Relative to the centre of mass the target finally has velocity $-\mathbf u/2$. In the laboratory its final velocity is $(\mathbf v-\mathbf u)/2$, so

$$W=\frac m2\,\frac{|\mathbf v-\mathbf u|^2}{4}=\frac m2\,\frac{4v^2\sin^2(\theta/2)}{4}=E\sin^2\frac{\theta}{2}.$$

The identity $\sin^2 x=1/(1+\cot^2x)$ and the deflection formula turn this into

$$W(b)=\frac{E}{1+(Eb/k)^2}.$$

A head-on collision transfers all of $E$. The transfer falls steadily as $b$ grows.

## The cross section

Because $W$ decreases with $b$, the condition $W\ge I$ selects a disc of impact parameters. It can be met only if $E\ge I$. Then

$$1+\frac{E^2b^2}{k^2}\le\frac EI
\quad\Longrightarrow\quad
b^2\le b_{\max}^2=\frac{k^2}{E^2}\left(\frac EI-1\right).$$

The cross section is the area of this disc:

$$\sigma(E)=\pi b_{\max}^2=\frac{\pi k^2}{E}\left(\frac1I-\frac1E\right),\qquad E\ge I,$$

and zero below threshold. Replacing $I$ by a general $W$ gives the area for transfers of at least $W$. Minus its derivative with respect to $W$ is the transfer spectrum,

$$\frac{d\sigma}{dW}=\frac{\pi k^2}{EW^2}.$$

Integrating this from $I$ to $E$ recovers $\sigma$. Small transfers dominate because distant, weak collisions occupy most of the area.

## Why the maximum lies at $2I$

Write $x=I/E$, which runs from 1 at threshold to 0 at infinite energy, and define $S=\pi k^2/I^2$. Then

$$\sigma=S\,x(1-x)=S\left[\frac14-\left(x-\frac12\right)^2\right].$$

The square is never negative and vanishes only at $x=1/2$. Hence the unique, global maximum is

$$E=2I,\qquad \sigma_{\max}=\frac S4=\frac{\pi k^2}{4I^2}.$$

With the Bohr radius $a_0$ and the Rydberg energy $\mathrm{Ry}=k/(2a_0)$, we have $k=2a_0\mathrm{Ry}$ and

$$\sigma_{\max}=\pi a_0^2\left(\frac{\mathrm{Ry}}{I}\right)^2 .$$

The parabola in $x$ also explains the opening numbers. The energies $1.5I$ and $3I$ correspond to $x=2/3$ and $x=1/3$, which lie equally far from $1/2$.

The competition behind the maximum is visible in terms of $t=E/I$:

$$\sigma=\frac{\pi k^2}{E^2}(t-1),\qquad
\frac{d\ln\sigma}{dt}=\frac1{t-1}-\frac2t=\frac{2-t}{t(t-1)} .$$

The factor $t-1$ grows because a more energetic electron needs to give up a smaller fraction of its energy. The factor $1/E^2$ shrinks because a faster electron is deflected less at a given $b$. The first wins below $t=2$, the second above.

At the maximum $b_{\max}=k/(2I)$, so $Eb_{\max}/k=1$ and $\theta=90^\circ$ in the relative motion. The outermost ionising collision then divides the incident energy equally between the two electrons.

Two limits are useful when checking an implementation. Just above threshold, $\sigma\simeq S(E-I)/I$, a linear rise. Far above it, $\sigma\simeq\pi k^2/(IE)$. Half the maximum requires $x(1-x)=1/8$, so $x=\tfrac12\pm\tfrac{\sqrt2}{4}$, which gives

$$t=\frac1x=\frac{4}{2\pm\sqrt2}=4\mp2\sqrt2=1.172\ \text{and}\ 6.828 .$$

The peak is steep on its low-energy side and broad on the other.

As an independent test, Newton's equations for the two electrons were integrated numerically, and the largest ionising impact parameter was found by root search. At seven energies from $1.172I$ to $6.828I$ the resulting areas differ from the formula by at most $1.7\times10^{-5}$, relative to the formula. A parabola in $t$ through the areas at $t=1.9$, 2.0 and 2.1 peaks at 2.005. The exact formula sampled at these three points gives 2.005 too, so the offset comes from the parabola.

## Numbers for the HF molecule

HF is a product in etching discharges that contain hydrogen and fluorine. The value $I=16.04$ eV is a vertical ionisation energy: a CCSD(T)/cc-pVTZ energy difference, with the fluorine 1s core frozen, at the RHF/cc-pVTZ bond length of 0.0898 nm. The value includes no corrections for basis-set incompleteness, core correlation or nuclear vibration. The IP-EOM-CCSD value in the same basis is 15.89 eV. The last digits are not converged: the IP-EOM-CCSD value rises to 16.11 eV in aug-cc-pVTZ, and the CCSD(T)/cc-pVTZ value falls to 15.96 eV at a bond length of 0.0917 nm. $I$ is thus uncertain by 0.1 to 0.2 eV, and the four digits are kept only so that the arithmetic can be followed. A change of 0.15 eV alters the rate coefficient below by about 5%.

The impact parameter and cross section at the peak are

$$b_{\max}=\frac{1.43996\ \text{eV nm}}{32.07\ \text{eV}}=0.0449\ \text{nm},$$

$$\sigma_{\max}=\pi(0.0449\ \text{nm})^2=0.00633\ \text{nm}^2=0.633\times10^{-16}\ \text{cm}^2,$$

since 1 nm² is $10^{-14}$ cm². These values are per electron. The 1π shell holds four, so its Thomson cross section is four times larger at every energy.

Errors in $I$ enter the height as $I^{-2}$. The orbital energy from Koopmans' theorem, 17.56 eV, would place the peak at 35.12 eV and lower it by about 17% relative to the value above.

The reduced wavelength $\hbar/\sqrt{2mE}$ of the incident electron at the peak is 0.0345 nm. In the relative motion the momentum is $\mu v=mv/2$, so the reduced wavelength is twice as large, 0.069 nm, and exceeds $b_{\max}$. A sharply defined classical path is therefore not justified here, and the geometry above describes the model, not an observable trajectory.

## Several shells

For a molecule the Thomson contributions add. Let shell $i$ hold $n_i$ electrons with binding energy $I_i$. In an energy interval where a fixed set of shells is open,

$$\sigma=\pi k^2\left(\frac AE-\frac N{E^2}\right),\qquad
A=\sum_i\frac{n_i}{I_i},\quad N=\sum_i n_i .$$

The derivative is $\pi k^2(2N-AE)/E^3$. It vanishes at $E=2N/A$, twice the harmonic mean of the binding energies of the open electrons, provided that this energy lies inside the interval.

For HF, take the 3σ electrons as bound by 20.90 eV and the 2σ electrons by 43.57 eV (Koopmans values in cc-pVTZ; these and the 1π value rise by 0.1 eV in cc-pVQZ and by 0.2 eV in aug-cc-pVTZ). With 1π and 3σ open,

$$\frac{2N}{A}=\frac{2\times6}{4/16.04+2/20.90}\ \text{eV}=34.8\ \text{eV}.$$

This is below the 2σ threshold, so it is a genuine maximum. Once 2σ opens, $2N/A$ is about 41 eV, already below the current energy, and the sum continues to fall. The same holds after the 1σ threshold at 715.3 eV, where $2N/A$ is about 51 eV. The maximum of the whole sum is thus at 34.77 eV, or $2.168I$, with a height of $3.233\times10^{-16}$ cm² per molecule. These details depend on the binding energies. With correlated values for 3σ and 2σ (19.77 and 39.24 eV, IP-EOM-CCSD/cc-pVTZ at 0.0917 nm) and the same $I$, the maximum moves to 34.2 eV and $3.34\times10^{-16}$ cm², and a slightly lower second maximum appears at 39.9 eV, just above the 2σ threshold. In either case the rule $E=2I$ fails for the sum, although it holds for each term.

## Target motion, exchange and dipole ionisation

The bound electron is not at rest: its mean kinetic energy in the RHF 1π orbital is $U=85.63$ eV (85.23 eV in aug-cc-pVTZ, which lowers the full BEB peak found below by 0.2 eV). The binary-encounter-Bethe (BEB) model represents the effect of the target's field and motion by replacing the prefactor $1/E$ with $1/(E+U+I)$. This replacement is a modelling assumption and does not follow from Thomson's collision. On its own it gives

$$\sigma=S\,\frac{1-1/t}{t+c},\qquad c=1+\frac UI=6.339 .$$

Setting the derivative to zero requires $(t+c)/t^2=1-1/t$. Multiplying by $t^2$ yields $t^2-2t-c=0$, whose positive root is

$$t=1+\sqrt{1+c}=1+\sqrt{7.339}=3.709 .$$

The Thomson result is recovered formally at $c=0$. Setting $U=0$ is not enough, because the term $I$ remains in the prefactor.

BEB adds exchange interference and ionisation through the target's dipole response. Let $w=(W-I)/I$ be the energy of the ejected electron in units of $I$, and let $p=1/(w+1)$, $q=1/(t-w)$. The model spectrum is

$$\frac{d\sigma}{dw}=\frac{S}{t+c}\left[p^2+q^2-\frac{p+q}{t+1}+\ln t\,(p^3+q^3)\right].$$

The slower outgoing electron is called the ejected one, so $w$ runs from 0 to $(t-1)/2$. At this upper limit $w+1=t-w=(t+1)/2$. The three integrals are

$$\int(p^2+q^2)\,dw=\left(1-\frac2{t+1}\right)+\left(\frac2{t+1}-\frac1t\right)=1-\frac1t,$$

$$\int(p+q)\,dw=\ln\frac{t+1}2+\left(\ln t-\ln\frac{t+1}2\right)=\ln t,$$

$$\int(p^3+q^3)\,dw=\frac12\left[1-\frac4{(t+1)^2}\right]+\frac12\left[\frac4{(t+1)^2}-\frac1{t^2}\right]=\frac12\left(1-\frac1{t^2}\right).$$

The total is

$$\sigma_{\rm BEB}=\frac{S}{t+c}\left[1-\frac1t-\frac{\ln t}{t+1}+\frac{\ln t}{2}\left(1-\frac1{t^2}\right)\right].$$

The first integral reproduces Thomson's bracket: relabelling the slower electron does not by itself change the total. The interference term lowers it, and the dipole term raises it.

With $I$ and $U$ held fixed, numerical maximisation gives these peaks per 1π electron:

| Terms included | Peak $E/I$ | Height ($10^{-16}$ cm²) |
|---|---:|---:|
| Thomson | 2.000 | 0.633 |
| new prefactor | 3.709 | 0.184 |
| exchange | 2.270 | 0.345 |
| prefactor and exchange | 5.361 | 0.119 |
| full BEB | 6.534 | 0.298 |

The full BEB peak lies at 104.8 eV, compared with 32.1 eV for Thomson. In this molecule the prefactor causes a larger shift than exchange when each is added alone. Adding the dipole term to the other two moves the peak further up and multiplies its height by 2.5.

The two models do not differ by a constant factor. Near threshold, put $t=1+\delta$ with small $\delta$. Thomson's cross section becomes $S\delta$. In the BEB bracket, $1-1/t\simeq\delta$, the interference term is $-\delta/2$, and the dipole term is of order $\delta^2$. The ratio Thomson/BEB therefore tends to $2(1+c)=14.7$. It is 3.94 at $t=2$ and 0.54 at $t=20$. At high energy the BEB bracket grows as $\tfrac12\ln t$, while Thomson's tends to 1, so Thomson's model eventually gives too little ionisation relative to BEB.

## Rate coefficient in a discharge

A discharge contains a distribution of electron energies. For a Maxwellian with temperature $T$ in energy units, the normalised distribution and the mean speed are

$$f(E)=\frac{2}{\sqrt\pi}\,\frac{\sqrt E}{T^{3/2}}e^{-E/T},\qquad
\bar v=\sqrt{\frac{8T}{\pi m}} .$$

The rate coefficient per bound electron is the mean of $\sigma v$, with $v=\sqrt{2E/m}$. Collecting the constants, $(2/\sqrt\pi)\sqrt{2/m}\,T^{-3/2}=\bar v/T^2$, so

$$K=\frac{\bar v}{T^2}\int_I^\infty\sigma E e^{-E/T}dE
=\frac{\bar v\pi k^2}{T^2}\int_I^\infty\left(\frac1I-\frac1E\right)e^{-E/T}dE .$$

With $y=I/T$ and $E_1(y)=\int_y^\infty e^{-s}s^{-1}ds$, the last integral is

$$J=\frac{e^{-y}}y-E_1(y)=\int_y^\infty\frac{e^{-s}}{s^2}\,ds .$$

The second form follows from integrating $E_1$ by parts. It shows that $J>0$. At large $y$ the first form subtracts nearly equal numbers, but only about a factor $y$ in relative accuracy is lost: in double precision its relative error is still below $10^{-13}$ at $y=500$.

For a rough typical $T=4$ eV, $y=4.01$, $J=7.9\times10^{-4}$ and $\bar v=1.338\times10^8$ cm/s. The four 1π electrons give

$$4K=4\,(1.338\times10^8)\,\frac{\pi(1.43996)^2}{4^2}\,10^{-14}\,(7.9\times10^{-4})
=1.72\times10^{-9}\ \text{cm}^3/\text{s}.$$

To find how much of this comes from electrons above the cross-section peak, change the lower limit to $2I$ and keep the integrand. The integral becomes $e^{-2y}/y-E_1(2y)$, and its ratio to $J$ is 5.73%. In this model about 94% of the ionisation is therefore caused by electrons below $2I$. The rising part of the curve controls the rate here, but its linear threshold form is not enough. About 67% of the rate comes from above $1.25I$ and 32% from above $1.5I$, where $\sigma$ already bends towards its maximum, and using $S(E-I)/I$ at all energies overestimates the rate by a factor of 2.1.

## Use for real discharges

An electron temperature of a few eV is a reasonable rough figure for low-pressure processing discharges, and the 4 eV used here lies in that range. The rate in this example depends strongly on the collision model: BEB changes the prefactor and adds exchange and dipole ionisation, and the comparison below measures their combined effect. With the same $I$, $T$ and four electrons, BEB gives $2.57\times10^{-10}$ cm³/s, smaller than Thomson's value by a factor of 6.70. This factor lies between the threshold ratio of 14.7 and the ratio of 3.94 at $2I$, as expected when most ionising electrons have energies in that interval. BEB is itself approximate, so the factor measures a difference between models and not an error against experiment. Both rates count the 1π shell only; the 3σ shell, with a binding energy of 19.77 eV, adds about 14% to Thomson's rate and 16% to BEB's, and the factor becomes 6.6. A real electron distribution may also depart from a Maxwellian in its tail, which would change both rates; that effect is not estimated here.

For HF at this temperature, Thomson's formula is suitable as an analytic check of a collision routine. It should not supply quantitative ionisation rates when a BEB calculation or a reliable measured cross section is available. The numerical output below gives the remaining values.

## Numbers as computed

```
Trajectories: largest relative error of sigma = 1.7e-05
Trajectories: peak at E/I = 2.005
Trajectories: W/E at b = k/(2I), E = 2I: 0.5000
Half maximum at E/I = 1.172 and 6.828
k = e^2/(4 pi eps0) = 1.43996 eV nm
HF bond length, RHF minimum = 0.0898 nm
I of 1pi, CCSD(T) difference = 16.04 eV
I of 1pi, IP-EOM-CCSD = 15.89 eV
I of 1pi, Koopmans = 17.56 eV
3sigma binding, Koopmans = 20.90 eV
2sigma binding, Koopmans = 43.57 eV
1sigma binding, Koopmans = 715.3 eV
U of 1pi, RHF = 85.63 eV
c = 1 + U/I = 6.339
Thomson peak energy = 32.07 eV
Limiting impact parameter at peak = 0.0449 nm
Reduced electron wavelength at peak = 0.0345 nm
Thomson cross section per 1pi electron:
  E/I = 1.000, E = 16.04 eV: 0.0000 1e-16 cm2
  E/I = 1.172, E = 18.79 eV: 0.3166 1e-16 cm2
  E/I = 1.500, E = 24.06 eV: 0.5628 1e-16 cm2
  E/I = 2.000, E = 32.07 eV: 0.6332 1e-16 cm2
  E/I = 3.000, E = 48.11 eV: 0.5628 1e-16 cm2
  E/I = 4.000, E = 64.15 eV: 0.4749 1e-16 cm2
  E/I = 6.828, E = 109.51 eV: 0.3166 1e-16 cm2
  E/I = 10.000, E = 160.37 eV: 0.2279 1e-16 cm2
Peak per 1pi electron in each model:
  Thomson: E/I = 2.000, E = 32.1 eV, 0.6332 1e-16 cm2
  kinetic prefactor only: E/I = 3.709, E = 59.5 eV, 0.1841 1e-16 cm2
  exchange only: E/I = 2.270, E = 36.4 eV, 0.3445 1e-16 cm2
  prefactor + exchange: E/I = 5.361, E = 86.0 eV, 0.1189 1e-16 cm2
  full BEB: E/I = 6.534, E = 104.8 eV, 0.2979 1e-16 cm2
Ratio Thomson/BEB at E/I = 2: 3.94
Ratio Thomson/BEB at E/I = 20: 0.54
Thomson sum over all shells: peak at 34.77 eV
  in units of I of 1pi: 2.168
  height: 3.233 1e-16 cm2 per molecule
Electron temperature (rough typical) = 4.0 eV
Mean electron speed = 1.338e+08 cm/s
Thomson rate coefficient, four 1pi electrons = 1.720e-09 cm3/s
BEB rate coefficient, four 1pi electrons = 2.568e-10 cm3/s
Thomson/BEB rate ratio = 6.70
Share of Thomson ionisation from E > 2I = 5.73 %
```
